# Linearizing a Downfolded Hamiltonian: Overlap Matrix and Eigenvalue Errors

A crystal Hamiltonian at fixed wave vector is a finite Hermitian matrix $H$ in an orthonormal basis. Its $n$ active orbitals carry the bands of interest, and the other orbitals are called remote:

$$H=\begin{pmatrix}A&B\\B^\dagger&D\end{pmatrix},\qquad H\begin{pmatrix}c\\q\end{pmatrix}=E\begin{pmatrix}c\\q\end{pmatrix}.$$

Here $c$ and $q$ are the active and remote amplitudes. Energies are in hartree. The aim is an $n\times n$ description of the active bands with a known error. A basis that is not orthonormal is assumed to have been orthogonalized beforehand.

## (a) Remove the remote amplitudes

*Find the equation obeyed by $c$ alone. When is it equivalent to the full problem, and how is $c$ normalized?*

**Solution.** The two rows of the eigenvalue equation are

$$Ac+Bq=Ec,\qquad B^\dagger c+Dq=Eq .$$

If $E$ is not an eigenvalue of $D$, then $E-D$ is invertible. With $G(E)=(E-D)^{-1}$ the second row gives $q=G(E)B^\dagger c$, and the first becomes

$$[A+\Sigma(E)]\,c=Ec,\qquad \Sigma(E)=B\,G(E)\,B^\dagger .$$

Conversely, any nonzero solution $c$ rebuilds a full eigenvector through $q=G(E)B^\dagger c$. The map is one-to-one, so a degenerate level keeps its multiplicity. Also $c\neq0$, since $c=0$ would force $q=0$. A level of $H$ that coincides with an eigenvalue of $D$ needs separate treatment and is excluded below.

For the normalization we need the derivative of $G$. Differentiating $(E-D)G=1$ gives $G+(E-D)G'=0$, hence $G'=-G^2$ and

$$\Sigma'(E)=-B\,G(E)^2B^\dagger .$$

Since $G$ is Hermitian for real $E$, the remote weight is $q^\dagger q=c^\dagger BG^2B^\dagger c=-c^\dagger\Sigma'(E)c$. A normalized full vector therefore satisfies

$$c^\dagger[1-\Sigma'(E)]c=1 .$$

The energy dependence of $\Sigma$ thus records how much of the state lives on the removed orbitals.

## (b) Linearize about a reference energy

*The equation in (a) is nonlinear in $E$. Choose a real reference $E_0$ outside the spectrum of $D$, keep $\Sigma$ to first order in $E-E_0$, and put the result in the form of a matrix eigenproblem. Is it well posed?*

**Solution.** Write $\Sigma_0=\Sigma(E_0)$, $\Sigma_0'=\Sigma'(E_0)$, and call the approximate eigenvalue $\varepsilon$. Then

$$[A+\Sigma_0+(\varepsilon-E_0)\Sigma_0']\,c=\varepsilon c .$$

Moving the term $\varepsilon\Sigma_0'c$ to the right gives

$$K_0c=\varepsilon S_0c,\qquad K_0=A+\Sigma_0-E_0\Sigma_0',\qquad S_0=1-\Sigma_0' .$$

Define $V=G(E_0)B^\dagger$, the remote response at the reference. By (a), $\Sigma_0'=-V^\dagger V$, so

$$S_0=1+V^\dagger V .$$

For every $c$, $c^\dagger S_0c=c^\dagger c+|Vc|^2\ge c^\dagger c$. The overlap is positive definite, $K_0$ is Hermitian, and there are $n$ real roots.

An ordinary Hermitian matrix with the same roots follows from $x=S_0^{1/2}c$. Since $K_0-E_0S_0=A+\Sigma_0-E_0$,

$$S_0^{-1/2}\,[A+\Sigma_0-E_0]\,S_0^{-1/2}\,x=(\varepsilon-E_0)\,x .$$

The overlap therefore rescales energies measured from $E_0$.

## (c) Find the variational meaning

*The overlap suggests a set of nonorthogonal trial vectors in the full space. Identify them. What inequality follows for the roots?*

**Solution.** Freeze the remote response at $E_0$ and take trial vectors $(c,\,Vc)=Tc$, with $T$ the column of blocks $1$ and $V$. Their overlap matrix is $T^\dagger T=1+V^\dagger V=S_0$. Their Hamiltonian matrix is

$$T^\dagger HT=A+BV+V^\dagger B^\dagger+V^\dagger DV .$$

The second and third terms each equal $BG(E_0)B^\dagger=\Sigma_0$. For the last, $(E_0-D)G(E_0)=1$ gives $DG(E_0)=E_0G(E_0)-1$, so

$$V^\dagger DV=BG(E_0)[E_0G(E_0)-1]B^\dagger=E_0V^\dagger V-\Sigma_0 .$$

Adding the terms,

$$T^\dagger HT=A+\Sigma_0+E_0V^\dagger V=K_0 .$$

The linearized problem is thus the Rayleigh–Ritz problem for $H$ in this $n$-dimensional trial space. By the min–max principle, the $j$-th root from below is not lower than the $j$-th eigenvalue of the full $H$.

This also suggests the order of the error. The resolvent identity is

$$G(E)-G(E_0)=G(E)\,[(E_0-D)-(E-D)]\,G(E_0)=-\delta\,G(E)G(E_0),$$

with $\delta=E-E_0$. The exact remote part $G(E)B^\dagger c$ differs from the trial part $Vc$ by $-\delta\,G(E)Vc$, which is first order in $\delta$. Since the Rayleigh quotient is stationary at an eigenvector, a second-order energy error is expected. Part (d) makes this a bound.

## (d) Bound the eigenvalue error

*For an exact level $E$ outside the spectrum of $D$, find what the linearization discards, without truncating a series. Use it to bound the distance from $E$ to a root, and say which root is meant.*

**Solution.** Let $R=\Sigma(E)-\Sigma_0-\delta\Sigma_0'$. Two uses of the resolvent identity give

$$\begin{aligned}
R&=-\delta\,BG(E)G(E_0)B^\dagger+\delta\,BG(E_0)^2B^\dagger\\
&=-\delta\,B\,[G(E)-G(E_0)]\,G(E_0)B^\dagger\\
&=\delta^2\,BG(E)G(E_0)^2B^\dagger=\delta^2\,V^\dagger G(E)V .
\end{aligned}$$

The last step uses that $G(E)$ and $G(E_0)$ commute, both being functions of $D$.

Insert $\Sigma(E)=\Sigma_0+\delta\Sigma_0'+R$ into the equation of (a). The terms regroup as in (b):

$$(K_0+R)\,c=E\,S_0c .$$

With $k=S_0^{-1/2}K_0S_0^{-1/2}$ and $\tilde R=S_0^{-1/2}RS_0^{-1/2}$, this reads $(k+\tilde R)x=Ex$. The roots $\varepsilon$ are the eigenvalues of $k$, while $E$ is an eigenvalue of $k+\tilde R$. Weyl's inequality says that eigenvalues of equal index in these two Hermitian matrices differ by at most the largest singular value $\|\tilde R\|$.

To estimate it, let $d$ be the distance from $E$ to the nearest eigenvalue of $D$, so $\|G(E)\|=1/d$, and let $s=\|V\|$. If $V$ has a singular value $\sigma$, then $VS_0^{-1/2}$ has the singular value $\sigma/\sqrt{1+\sigma^2}$, which increases with $\sigma$. Therefore

$$|\varepsilon-E|\le\frac{\delta^2}{d}\,\frac{s^2}{1+s^2}<\frac{\delta^2}{d}\qquad(s>0,\ \delta\neq0).$$

For a given level, $d$ does not depend on the reference, so the error is at most second order in $\delta$. No small coupling was assumed.

The root meant is fixed by counting. From the definitions,

$$A+\Sigma(E)-E=S_0^{1/2}\,(k+\tilde R-E)\,S_0^{1/2},$$

and Sylvester's law of inertia gives both sides equally many negative, zero and positive eigenvalues. Hence the root has the same index as $E$ has among the eigenvalues of $A+\Sigma(E)$. A $g$-fold level is matched by $g$ roots, each within the bound.

Two restrictions belong to the statement. Each level has its own $\delta$, so one reference does not serve all levels equally well. And $H$ has more levels than there are roots, so levels separated by remote energies may share a root.

## (e) Find the leading error and its limits

*For a nondegenerate level, find the coefficient of $\delta^2$ and its sign. Then solve the case of one active and one remote orbital.*

**Solution.** Write $k=(k+\tilde R)-\tilde R$ and treat $-\tilde R$ as a perturbation of the matrix that has eigenvalue $E$ and eigenvector $x$. First-order perturbation theory gives

$$\varepsilon-E=-\frac{x^\dagger\tilde Rx}{x^\dagger x}+O(\delta^4)=-\delta^2\,\frac{c^\dagger V^\dagger G(E)Vc}{c^\dagger S_0c}+O(\delta^4).$$

The correction is quartic because second-order perturbation theory contains $\tilde R$ twice, and $\tilde R$ is of order $\delta^2$. The fraction itself still depends on $E_0$. As $E_0\to E$, $V^\dagger G(E)V\to BG(E)^3B^\dagger$. Since $(G^2)'=-2G^3$, $\Sigma''=2BG^3B^\dagger$, and so

$$\varepsilon-E=C\delta^2+O(\delta^3),\qquad C=-\frac12\,\frac{c^\dagger\Sigma''(E)c}{c^\dagger[1-\Sigma'(E)]c}.$$

If all remote levels lie above $E$, $G(E)$ is negative definite, $\tilde R$ has no positive eigenvalue, and the error is never negative. If all lie below, the sign is reversed. With remote levels on both sides either sign can occur. This does not contradict (c), where the $j$-th root is compared with the $j$-th level of $H$, which need not be the level paired with it in (d).

For one active orbital coupled by $b\neq0$ to one remote orbital, $k$ is a number and the first-order expression is exact. Let the remote energy lie $\Delta>0$ above $E$. Then $G(E)=-1/\Delta$ and $V=-b/(\Delta+\delta)$, where $b$ is real, and

$$\varepsilon-E=\frac{\delta^2b^2}{\Delta\,[(\Delta+\delta)^2+b^2]} .$$

This equals the bound of (d), which therefore cannot be lowered in general. Three limits show its content:

- For $|\delta|,|b|\ll\Delta$ the error is $b^2\delta^2/\Delta^3$. Halving the distance to the remote level at fixed $b$ and $\delta$ multiplies it by eight.
- For $\delta\to\infty$, a reference far below everything, the error tends to $b^2/\Delta$. By (a), $E=A-b^2/\Delta$, so the root returns to the bare energy $A$ and nothing has been gained from downfolding.
- For $\delta\to-\Delta$, the reference approaches the remote energy and the error tends to $\Delta$. The trial vector has become the remote orbital.

## (f) Omit the overlap, or move the reference

*Compare with the simpler choice of freezing $\Sigma$ at $E_0$ with unit overlap. Then ask what happens if $E_0$ is reset to the root just found.*

**Solution.** The frozen matrix is $A+\Sigma(E_0)=A+\Sigma(E)-\delta\Sigma'(E)+O(\delta^2)$. Since $c$ is an eigenvector of $A+\Sigma(E)$, first-order perturbation theory for a nondegenerate level gives

$$\varepsilon_{\rm f}-E=-\delta\,\frac{c^\dagger\Sigma'(E)c}{c^\dagger c}+O(\delta^2)=\delta\,\frac{w}{1-w}+O(\delta^2),$$

where $w=-c^\dagger\Sigma'(E)c$ is the remote weight of the normalized state. The error is first order when $w\neq0$, and for small $|\delta|$ its sign follows $\delta$. The resolvent identity gives $\Sigma(E_0)-\Sigma(E)=\delta\,BG(E)G(E_0)B^\dagger$, and $G(E)G(E_0)$ is positive definite if no remote level lies between $E$ and $E_0$. Under that condition the sign rule holds for larger $|\delta|$ too; otherwise it can fail. In the two-orbital case it is

$$\varepsilon_{\rm f}-E=-\frac{b^2}{\Delta+\delta}+\frac{b^2}{\Delta}=\frac{b^2\delta}{\Delta(\Delta+\delta)} .$$

Now let $e_m$ be the error after $m$ resets, $e_0=E_0-E$ being the initial offset. The next calculation has $\delta=-e_m$, so

$$e_{m+1}=Ce_m^2+O(e_m^3).$$

The bound gives a sufficient condition for convergence. From $|e_{m+1}|\le e_m^2/d$ follows $|e_{m+1}|/d\le(|e_m|/d)^2$. The errors shrink to zero if the first reference is closer to $E$ than $d$ and the root paired with $E$ is followed. The price is a separate reference for each level and wave vector.

## (g) Apply the result to a model crystal

*Take a one-dimensional crystal with lattice constant $a$ and $\theta=ka$. The active and remote blocks are*

$$A=\begin{pmatrix}e_1+2t_1\cos\theta&u(1+e^{-i\theta})\\ \text{c.c.}&e_2+2t_2\cos\theta\end{pmatrix},\qquad D=\begin{pmatrix}d_1&w_D&0\\w_D&d_2&w_De^{-i\theta}\\0&w_De^{i\theta}&d_3\end{pmatrix},$$

*and the coupling is*

$$B=\begin{pmatrix}b_1&2ib_2\sin\theta&b_3\\b_3(1+e^{-i\theta})&b_4&2ib_2\sin\theta\end{pmatrix}.$$

*In hartree, $e_1=-0.10$, $e_2=0.05$, $t_1=-0.03$, $t_2=0.02$, $u=0.03$; $d_1,d_2,d_3=0.50,0.70,0.90$, $w_D=0.05$ (printed as w); $b_1,\dots,b_4=0.10,0.06,0.05,0.15$. Find the active levels at $\theta=\pi/3$ with $E_0=-0.05$, and examine their errors.*

**Solution.** The downfolded matrix $A+\Sigma_0$ has diagonal elements $-0.164868$ and $0.015538$. The overlap has diagonal elements $1.054802$ and $1.073916$, and $S_{12}=0.019315+0.034726i$. From $K_0=A+\Sigma_0+E_0(S_0-1)$,

$$K_{11}=-0.164868-0.05\times0.054802=-0.167608 .$$

In the same way $K_{22}=0.011842$ and $K_{12}=0.032306-0.050378i$. The condition $\det(K_0-\varepsilon S_0)=0$ is the quadratic equation

$$(S_{11}S_{22}-|S_{12}|^2)\varepsilon^2-[K_{11}S_{22}+K_{22}S_{11}-2\,\mathrm{Re}(K_{12}S_{12}^*)]\varepsilon+K_{11}K_{22}-|K_{12}|^2=0,$$

or $1.13119\,\varepsilon^2+0.16525\,\varepsilon-0.005566=0$. Its roots are $-0.1743$ and $0.0282$ hartree. The comparison with the full diagonalization is:

| Level | Exact (hartree) | Frozen error (meV) | Linearized error (meV) |
|---|---:|---:|---:|
| 1 | $-0.17557$ | $-186.1$ | $34.2$ |
| 2 | $0.02768$ | $146.9$ | $14.9$ |

The reference lies above level 1 and below level 2, so the frozen errors have opposite signs. Both linearized errors are positive, as (e) requires here: the lowest remote level is at $0.48787$ hartree.

For level 2, $\delta=0.07768$ and $d=0.48787-0.02768=0.46019$ hartree, with $s=0.3244$. The bound is

$$\frac{(0.07768)^2}{0.46019}\times\frac{0.1052}{1.1052}=1.25\times10^{-3}\ \text{hartree},$$

against an actual error of $5.46\times10^{-4}$ hartree.

Next, $H$ is held fixed and the reference is moved toward level 2 from below:

| $\delta$ (hartree) | Frozen error (hartree) | Linearized error (hartree) |
|---:|---:|---:|
| $0.08$ | $5.54\times10^{-3}$ | $5.75\times10^{-4}$ |
| $0.04$ | $2.92\times10^{-3}$ | $1.61\times10^{-4}$ |
| $0.02$ | $1.50\times10^{-3}$ | $4.26\times10^{-5}$ |
| $0.01$ | $7.61\times10^{-4}$ | $1.10\times10^{-5}$ |

Successive linearized errors have ratios $3.58$, $3.77$ and $3.88$, approaching four. The frozen ratios are $1.90$, $1.95$ and $1.97$, approaching two. The two-orbital formulas reproduce this shortfall. The eigenvector of $D$ at $0.70$ couples to level 2 with strength about $0.15$ and supplies about two thirds of both leading coefficients, more than the nearer but more weakly coupled level at $0.488$. Keeping it alone gives the ratios, though only about two thirds of the errors themselves. Take $b=0.15$ and $\Delta\approx0.672$. The first halving then gives

$$4\times\frac{0.712^2+0.15^2}{0.752^2+0.15^2}\approx3.60,\qquad 2\times\frac{0.712}{0.752}\approx1.89 .$$

A lower reference weakens the remote response, so the error grows more slowly than the leading power.

The remote weight of level 2 is $w=0.0716$, which gives a frozen coefficient $0.0716/0.9284=0.0771$. The linearized coefficient is $C=0.1130$ per hartree. Both agree with values extracted from small displacements of the reference. At $\delta=0.01$, $C\delta^2=1.13\times10^{-5}$ hartree is within about 3% of the actual error. At $\delta=0.08$ it is about 26% too large, whereas the fraction in (e) with $E_0$ retained gives $5.746\times10^{-4}$ against $5.754\times10^{-4}$ hartree.

Resetting the reference once, from $-0.05$ to the root found for level 2, reduces the error from $5.46\times10^{-4}$ to $3.37\times10^{-8}$ hartree. The prediction is $0.1130\times(5.46\times10^{-4})^2=3.37\times10^{-8}$ hartree.

With $E_0=-0.05$ held fixed at 241 wave vectors across the Brillouin zone, the largest frozen errors are 211 and 217 meV for bands 1 and 2. The linearized ones are 35 and 29 meV.

The bound was also tested on 40 random $8\times8$ Hermitian matrices with three active orbitals, one double level and levels between $-1$ and $1$ hartree. References lay within $0.3$ hartree of each level. All 320 paired roots obeyed the bound within rounding; the largest ratio of error to bound was $1.0000$. There were 156 negative and 164 positive errors.

## (h) Judge the use for real crystals

*Which assumptions matter most when the method is applied to a real band structure?*

**Solution.** The model's lowest remote level lies about 12.5 eV above level 2. In a real crystal the remote levels may lie much closer to the bands of interest. The model is favourable compared with such a case, and its errors in meV should not be transferred to a material. In the weak-coupling two-orbital estimate, reducing the separation by a factor of three at fixed coupling and $\delta$ raises the error by $3^3=27$; once $|\delta|$ or $|b|$ is comparable with $\Delta$, the full formula is needed. When an eigenvalue of $D$ comes close to an exact level of interest, $d$ becomes small and the bound gives little protection; where the two coincide, it does not apply. A natural remedy is to move the responsible eigenvector of $D$ into the active block. It does not couple to the other eigenvectors of $D$, so $d$ cannot decrease, $s$ cannot increase, and the bound cannot rise. The error itself need not fall in every case. The derivation also assumes a finite Hermitian $D$ and a real $E_0$ outside its spectrum, which make $\Sigma_0$ Hermitian; a lossy self-energy from a continuum at $E_0$ lies outside it. The numerical output below gives the remaining digits.

## Values computed for the example and the checks

```
Active on-site e1, e2 (hartree): -0.10, 0.05
Active hoppings t1, t2, u (hartree): -0.03, 0.02, 0.03
Remote d1, d2, d3, w (hartree): 0.50, 0.70, 0.90, 0.05
Couplings b1..b4 (hartree): 0.10, 0.06, 0.05, 0.15
ka (rad): 1.047198; reference E0 (hartree): -0.05
Remote levels at this k (hartree): [0.487868 0.7      0.912132]
A 11, 22, 12 (hartree): -0.130000, 0.070000, 0.045000 -0.025981i
A+Sigma(E0) 11, 22, 12 (hartree): -0.164868, 0.015538, 0.033271 -0.048641i
K 11, 22, 12 (hartree): -0.167608, 0.011842, 0.032306 -0.050378i
S 11, 22, 12 (no unit): 1.054802, 1.073916, 0.019315 +0.034726i
Largest singular value s of V (no unit): 0.324389
Level 1 exact, frozen, linearized (hartree): -0.17557349, -0.18241229, -0.17431826
  distance E-E0 (hartree): -0.125573
  errors frozen, linearized (hartree): -6.8388e-03, 1.2552e-03
  bound on linearized error (hartree): 2.2629e-03
  errors frozen, linearized (meV): -186.093, 34.157
Level 2 exact, frozen, linearized (hartree): 0.02768330, 0.03308282, 0.02822924
  distance E-E0 (hartree): 0.077683
  errors frozen, linearized (hartree): 5.3995e-03, 5.4595e-04
  bound on linearized error (hartree): 1.2485e-03
  errors frozen, linearized (meV): 146.928, 14.856
Level 2 active, remote weight (no unit): 0.928396, 0.071604
Level 2, reference moved to E-delta; errors in hartree:
  delta 0.08 hartree: frozen 5.54423e-03, linearized 5.75409e-04, leading 5.74609e-04
  delta 0.04 hartree: frozen 2.92013e-03, linearized 1.60661e-04, leading 1.60597e-04
  delta 0.02 hartree: frozen 1.50015e-03, linearized 4.25652e-05, leading 4.25606e-05
  delta 0.01 hartree: frozen 7.60520e-04, linearized 1.09629e-05, leading 1.09626e-05
  error ratio 0.08 to 0.04 (no unit): frozen 1.8986, linearized 3.5815
  error ratio 0.04 to 0.02 (no unit): frozen 1.9466, linearized 3.7745
  error ratio 0.02 to 0.01 (no unit): frozen 1.9725, linearized 3.8826
Linearized coefficient formula, numeric (1/hartree): 0.113004, 0.113007
Frozen coefficient formula, numeric (no unit): 0.077126, 0.077127
Order of what the leading estimate omits (no unit): 3.952
Refinement errors, passes 0 to 2 (hartree): -7.7683e-02, 5.4595e-04, 3.3738e-08
Lowest remote level over the zone (hartree): 0.487868
Band 1 exact range (hartree): -0.186232 to -0.060535
  largest error frozen, linearized (hartree): 7.7642e-03, 1.2901e-03
  largest error frozen, linearized (meV): 211.28, 35.10
Band 2 exact range (hartree): -0.021463 to 0.045391
  largest error frozen, linearized (hartree): 7.9740e-03, 1.0523e-03
  largest error frozen, linearized (meV): 216.98, 28.63
Random tests: 320 roots, largest error/bound (no unit): 1.0000
Random tests: negative, positive errors (count): 156, 164
```
